# Biaxial moduli of silicon films with (001) and (111) normals

## Problem

A single-crystal silicon film is bonded to a thick substrate, which imposes the same small strain $e$ in every direction of the film plane. The upper face of the film is free. If the in-plane stress is also the same in every in-plane direction, the ratio $M=\sigma/e$ is called the biaxial modulus.

Take the cubic stiffnesses

$$C_{11}=165.7,\qquad C_{12}=63.9,\qquad C_{44}=79.6\ \text{GPa}.$$

These are measured room-temperature constants of silicon and serve here as input.

1. Derive $M$ for films with (001) and (111) normals, without assuming that out-of-plane shear is absent. Evaluate both moduli.
2. Find the stress and the normal strain for $e=0.001$, and explain which film is stiffer.
3. Relate $M$ to Young's modulus and Poisson's ratio in the film plane.
4. Decide whether (110) and (112) films can be described in the same way.

Use linear elasticity, neglect surface stress, and consider a region far from the film edges, where strain and stress are uniform. Tension is positive, and shear strains are tensor components.

## Solution

### The strain and the free-face condition

Let $n$ be the unit normal, with components $n_i$ along the cube axes. Any strain with the prescribed in-plane part can be written

$$E=e\,I+\tfrac12\left(d\,n^{T}+n\,d^{T}\right).$$

For two in-plane vectors $s$ and $t$, the terms containing $n$ vanish and $s^TEt=e\,s\cdot t$, as required. The three components of $d$ supply the three strain components that the substrate leaves free: two out-of-plane shears and the normal strain.

For a cubic crystal, Hooke's law in the cube axes is

$$\sigma_{ij}=C_{12}\,(\operatorname{tr}E)\,\delta_{ij}+2C_{44}E_{ij}+H\,E_{ii}\,\delta_{ij},\qquad H=C_{11}-C_{12}-2C_{44},$$

with no sum over $i$ in the last term. As a check of the factors, $\sigma_{11}$ contains $E_{11}$ with coefficient $C_{12}+2C_{44}+H=C_{11}$, and $\sigma_{12}=2C_{44}E_{12}$.

The part $eI$ of the strain gives the stress

$$(3C_{12}+2C_{44}+H)\,e\,I=B\,e\,I,\qquad B=C_{11}+2C_{12}.$$

For the remaining part, the trace is $n\cdot d$ and the diagonal components are $E_{ii}=d_in_i$. Multiplying its stress by $n$ gives the traction

$$(Gd)_i=(C_{44}+Hn_i^2)\,d_i+(C_{12}+C_{44})\,n_i\,(n\cdot d).$$

The free face therefore requires

$$Gd=-B\,e\,n. \tag{1}$$

This equation has one solution. The number $d\cdot Gd$ is twice the elastic energy density of the strain $\tfrac12(dn^T+nd^T)$, which is nonzero unless $d=0$. For any strain, twice the energy density is

$$\sum_{ij}\sigma_{ij}E_{ij}=\frac{B}{3}(\operatorname{tr}E)^2+(C_{11}-C_{12})\sum_i\left(E_{ii}-\tfrac13\operatorname{tr}E\right)^2+4C_{44}\left(E_{12}^2+E_{23}^2+E_{13}^2\right).$$

It is positive because $B=293.5$ GPa, $C_{11}-C_{12}=101.8$ GPa and $C_{44}$ are all positive. Thus $G$ is positive definite and can be inverted.

### The (001) film

With $n=(0,0,1)$, the first two components of equation (1) are $C_{44}d_1=0$ and $C_{44}d_2=0$. There is no out-of-plane shear. In the third component the coefficient of $d_3$ is

$$C_{44}+H+C_{12}+C_{44}=C_{11},$$

so $d_3=-Be/C_{11}$. The strain $d_3\,nn^T$ adds $C_{12}d_3$ to each in-plane normal stress and no in-plane shear stress. Hence

$$\sigma_{11}=\sigma_{22}=Be+C_{12}d_3=Be\left(1-\frac{C_{12}}{C_{11}}\right),$$

and

$$M_{001}=\frac{(C_{11}+2C_{12})(C_{11}-C_{12})}{C_{11}}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.$$

The last form follows from multiplying out the numerator, $C_{11}^2+C_{11}C_{12}-2C_{12}^2$. Numerically,

$$M_{001}=\frac{293.5\times101.8}{165.7}\ \text{GPa}=180.3\ \text{GPa}.$$

### The (111) film

Now $n_i^2=\tfrac13$ for every $i$, and

$$Gd=\left(C_{44}+\frac H3\right)d+(C_{12}+C_{44})\,n\,(n\cdot d).$$

For a vector $d$ perpendicular to $n$ the second term vanishes, and $G$ multiplies $d$ by $C_{44}+H/3=(C_{11}-C_{12}+C_{44})/3$, which is positive. The right side of equation (1) has no perpendicular part, so $d$ has none either. Again there is no out-of-plane shear, and $d=d_n n$. Along $n$ the factor is

$$a=C_{12}+2C_{44}+\frac H3=\frac{C_{11}+2C_{12}+4C_{44}}{3},$$

which gives $d_n=-Be/a$.

The strain $d_n\,nn^T$ has trace $d_n$ and diagonal components $d_n/3$. Its stress is

$$d_n\left[\left(C_{12}+\frac H3\right)I+2C_{44}\,nn^T\right].$$

The term in $nn^T$ does not act within the plane. The in-plane stress is thus $b\,d_n$ in every direction, with

$$b=C_{12}+\frac H3=\frac{C_{11}+2C_{12}-2C_{44}}{3},\qquad a-b=2C_{44}.$$

Adding the stress $Be$ gives

$$M_{111}=B\left(1-\frac ba\right)=\frac{B\,(a-b)}{a}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}}.$$

For silicon $a=203.97$ GPa, and

$$M_{111}=\frac{293.5\times159.2}{203.97}\ \text{GPa}=229.1\ \text{GPa}.$$

The moduli are therefore about 180 and 229 GPa. Their third digit depends on the input: with the stiffnesses rounded to 166, 64 and 80 GPa, the same formulas give 180.7 and 229.8 GPa.

### Stress, normal strain and relative stiffness

For $e=0.001$ the film stresses are 0.180 GPa for (001) and 0.229 GPa for (111). These are linear-elastic values; at this strain the nonlinear elasticity of real silicon shifts them by a few tenths of a percent. They also assume that the film keeps the imposed strain, whereas an epitaxial film thicker than roughly a hundred nanometres can relax part of it through dislocations. Since $d=d_nn$ in both cases, the normal strain is

$$e_n=e+d_n=e\left(1-\frac Ba\right),$$

where $a=C_{11}$ for (001). The ratios are

$$\left(\frac{e_n}{e}\right)_{001}=1-\frac{293.5}{165.7}=-0.771,\qquad \left(\frac{e_n}{e}\right)_{111}=1-\frac{293.5}{203.97}=-0.439.$$

The normal strains are $-7.7\times10^{-4}$ and $-4.4\times10^{-4}$. Both films become thinner when stretched in their plane.

The origin of the stiffness difference can be read from $M=B(1-b/a)$. If the normal strain were held at $e$ as well, both films would carry the same stress $Be$. Releasing the free face removes the fraction $b/a$ of it. This fraction is $63.9/165.7$, or 39%, for (001), and $44.77/203.97$, or 22%, for (111). The (111) film is stiffer because it loses less stress in this relaxation.

The general condition for this order follows from the two formulas. The inequality $M_{111}>M_{001}$ means

$$\frac{6C_{44}}{B+4C_{44}}>\frac{C_{11}-C_{12}}{C_{11}}.$$

Both denominators are positive. Multiplying by them and moving the term $4C_{44}(C_{11}-C_{12})$ to the left gives

$$C_{44}(2C_{11}+4C_{12})>B\,(C_{11}-C_{12}).$$

The left side is $2C_{44}B$, so the condition is $2C_{44}>C_{11}-C_{12}$. Silicon satisfies it, with 159.2 GPa against 101.8 GPa. In an isotropic solid the two sides are equal and the moduli coincide.

The modulus also measures stored energy. The free face carries no traction, so only the two in-plane stresses contribute, and the energy density is

$$W=\tfrac12(Me\cdot e+Me\cdot e)=Me^2.$$

A small change $\delta d$ changes the energy density by $\delta d\cdot(\sigma n)$. The free-face condition $\sigma n=0$ therefore makes $W$ stationary, and the positive definiteness of $G$ makes this point the minimum at fixed $e$.

### Young's modulus and Poisson's ratio

Let $u$ and $v$ be perpendicular directions in the film plane. A stress $\sigma$ along $u$ alone produces the strain $\sigma/E_u$ along $u$ and $-\nu\sigma/E_u$ along $v$. This defines $E_u$ and the in-plane ratio $\nu$. By the symmetry of the elastic compliances, an equal stress along $v$ alone produces the strain $-\nu\sigma/E_u$ along $u$. Adding the two loads gives the strain $\sigma(1-\nu)/E_u$ along $u$. For (001) and (111) films, equal biaxial stress goes with the equal strain $e$ in every in-plane direction, as shown above, so this strain is $e$ and, for these two orientations,

$$M=\frac{E_u}{1-\nu}.$$

In the (001) plane take first $u=[100]$. For unit strain along $u$, the two lateral strains are $-\nu$. Zero lateral stress requires $C_{12}-\nu(C_{11}+C_{12})=0$. Hence

$$\nu=\frac{63.9}{229.6}=0.278,\qquad E_{100}=C_{11}-2\nu C_{12}=130.1\ \text{GPa}.$$

Next take $u=[110]$. A stress $\sigma$ along $u$ has cube-axis components $\sigma_{11}=\sigma_{22}=\sigma_{12}=\sigma/2$. The two equal normal stresses form a biaxial load and produce $E_{11}=E_{22}=\sigma/(2M_{001})$. The shear stress produces $E_{12}=\sigma/(4C_{44})$. The strain along $[110]$ is $E_{11}+E_{12}$, and that along $[1\bar10]$ is $E_{11}-E_{12}$. Therefore

$$\frac1{E_{110}}=\frac1{2M_{001}}+\frac1{4C_{44}},\qquad \frac{\nu}{E_{110}}=\frac1{4C_{44}}-\frac1{2M_{001}},$$

which gives $E_{110}=169.1$ GPa and $\nu=0.062$. The two pairs $(E,\nu)$ are very different but belong to the same $M_{001}$. Combining $E$ from one direction with $\nu$ from another would give a wrong film stress.

In the (111) plane, $E$ itself is constant. The inverse of Hooke's law has the same cubic form, so the strain along a unit vector $m$ per unit stress along $m$ is a constant plus a multiple of $\sum_i m_i^4$. For $m$ in this plane $\sum_i m_i=0$. Squaring this sum gives $m_1m_2+m_2m_3+m_3m_1=-\tfrac12$, and squaring again gives

$$m_1^2m_2^2+m_2^2m_3^2+m_3^2m_1^2=\tfrac14.$$

Thus $\sum_i m_i^4=1-2\times\tfrac14=\tfrac12$ for every such $m$. The direction $[1\bar10]$ lies in the plane and is equivalent to $[110]$, so $E=169.1$ GPa throughout. Then $\nu=1-E/M_{111}=0.262$ throughout as well.

### Films with (110) and (112) normals

For $n=(1,1,0)/\sqrt2$, both nonzero components have $n_i^2=\tfrac12$, and $n$ is again an eigenvector of $G$:

$$Gn=a_{110}\,n,\qquad a_{110}=C_{12}+2C_{44}+\frac H2=194.4\ \text{GPa}.$$

So $d=-(Be/a_{110})\,n$, without out-of-plane shear. The strain $nn^T$, however, produces different stresses in the plane: $C_{12}=63.9$ GPa along $[001]$, but $C_{12}+H/2=35.2$ GPa along $[1\bar10]$. The total stresses are

$$\frac{\sigma_{001}}e=293.5\left(1-\frac{63.9}{194.4}\right)\text{GPa}=197.0\ \text{GPa},$$

$$\frac{\sigma_{1\bar10}}e=293.5\left(1-\frac{35.2}{194.4}\right)\text{GPa}=240.4\ \text{GPa}.$$

Equal biaxial strain does not produce equal biaxial stress, and a single modulus does not describe this film. Nor does $E_u/(1-\nu)$ taken direction by direction give these stresses: it equals 180.3 GPa for $u=[001]$ and 264.9 GPa for $u=[1\bar10]$, because it describes equal stress rather than equal strain.

For a (112) normal the nonzero components have different $n_i^2$. The term $Hn_i^2d_i$ then turns $Gn$ away from $n$, so the solution $d$ of equation (1) is not parallel to $n$. Solving the three linear equations numerically gives an out-of-plane tensor shear strain of magnitude $0.17\,e$. Setting this shear to zero at the outset would leave a shear traction on the free face. For (001) and (111) its absence is a result of equation (1).

The shear alone does not decide whether a single modulus exists, so the in-plane stresses are needed too. The solution of equation (1) is $d=(-0.428,-0.428,-1.450)\,e$. By Hooke's law the normal stress along an in-plane unit vector $m$ is

$$Be+C_{12}\,(n\cdot d)+H\sum_i d_in_im_i^2,$$

because the term with $2C_{44}$ vanishes for $m$ perpendicular to $n$. This gives $\sigma/e=206$ GPa along $[1\bar10]$ and 225 GPa along $[11\bar1]$. The stresses are unequal, so a single modulus does not describe the (112) film either.

All numerical values are calculated from the stated model.
